# Physical root of the self-consistent GW equation in the one-point model

**Q:** You want me to take $y=y_0-u\,y_0y^2$ seriously as a model of GW. It is a quadratic equation for a number. Where does it come from?

**A:** From the equation of motion of the Green's function in an external probe potential $\varphi_{\rm ext}$. That equation contains the probe, the Hartree potential and a term $iG_0v\,\delta G/\delta\varphi_{\rm ext}$ with the bare interaction $v$. Include the unperturbed Hartree potential in $G_0$ and linearize the response of the density. The probe and the Hartree potential it induces then add up to the screened potential $\varphi=\epsilon^{-1}\varphi_{\rm ext}$, with $\epsilon$ the dielectric function. By the chain rule $v\,\delta/\delta\varphi_{\rm ext}$ becomes $W\,\delta/\delta\varphi$ with $W=\epsilon^{-1}v$. The equation then has the structure

$$G=G_0+G_0\varphi G+iG_0W\frac{\delta G}{\delta\varphi},$$

where $W$ is the screened interaction and $\varphi$ is the screened potential, which I call the probe potential from here on. The one-point model collapses all space, spin and time arguments to a single point. Then $G$ becomes a function $y(x)$ of a real probe potential $x$, and the functional derivative becomes an ordinary one. Factors of $i$ and the sign are absorbed in a constant $u$:

$$y=y_0+x\,y_0\,y-u\,y_0\frac{dy}{dx}. \tag{1}$$

We want $y$ at $x=0$, for $y_0>0$ and $u>0$. If $E$ is an arbitrary unit of energy, $y$ and $y_0$ are in $1/E$ and $u$ is in $E^2$. The coupling strength is the dimensionless number $g=u\,y_0^2$.

**Q:** Equation (1) contains a derivative. Your quadratic does not. What was dropped?

**A:** The vertex correction. Define the self-energy $\Sigma$ by the Dyson equation

$$\frac1y=\frac1{y_0}-x-\Sigma. \tag{2}$$

Dividing (1) by $y_0y$ gives $1/y_0=1/y+x-u\,y'/y$, with $y'=dy/dx$. Solving for $1/y$ and comparing with (2), we find $\Sigma=-u\,y'/y$.

Now differentiate (2) with respect to $x$. The left side gives $-y'/y^2$ and the right side gives $-1-\Sigma'$, so

$$y'=y^2\,\Gamma,\qquad \Gamma=1+\frac{d\Sigma}{dx},\qquad \Sigma=-u\,y\,\Gamma. \tag{3}$$

No approximation has been made between (1) and (3). GW neglects the change of the self-energy with the probe potential and sets $\Gamma=1$. Then $\Sigma=-u\,y$ and $y'$ is replaced by $y^2$ in (1), which at $x=0$ gives

$$y=y_0-u\,y_0\,y^2. \tag{4}$$

**Q:** In a fully self-consistent GW calculation $W$ changes along with $G$. Here $u$ does not move.

**A:** That is a restriction of the model. Equation (4) is self-consistent in $G$ at fixed $W$, the scheme called GW$_0$. I shall say "GW" for it below. Likewise, "exact" will mean the exact solution of (1), not of an electron system.

**Q:** A quadratic has two roots. Write them down before you choose.

**A:** Equation (4) is $u\,y_0y^2+y-y_0=0$, so

$$y_\pm=\frac{-1\pm\sqrt{1+4g}}{2u\,y_0}. \tag{5}$$

The product of the roots is the constant term over the leading coefficient, $y_+y_-=-y_0/(u\,y_0)=-1/u$. They therefore have opposite signs. Multiplying numerator and denominator of $y_+$ by $1+\sqrt{1+4g}$ gives the equivalent form

$$y_+=\frac{2y_0}{1+\sqrt{1+4g}}, \tag{6}$$

because the numerator becomes $4g=4u\,y_0^2$.

**Q:** And the physical one is $y_+$ because it looks nicer?

**A:** Because it becomes $y_0$ when the interaction is switched off. For small $g$, $\sqrt{1+4g}=1+2g-2g^2+\dots$, and with $g/(u\,y_0)=y_0$ equation (5) gives

$$y_+=y_0(1-g+\dots),\qquad y_-=-\frac{1}{u\,y_0}-y_0+\dots$$

The second root diverges as $u\to0$.

**Q:** That settles weak coupling. At $g=10$ the roots could have exchanged roles.

**A:** For that they would have to meet, if the solution is to follow $u$ continuously. They meet where the square root in (5) vanishes, at $g=-1/4$. For $u>0$ we have $1+4g>1$, so the branch that starts at $y_0$ remains $y_+$.

There is a second criterion, which works at fixed $u$. Keep $x$ in the GW equation and define $s=1/y_0-x$. With $\Sigma=-u\,y$, equation (2) reads $1/y=s+u\,y$, or

$$u\,y^2+s\,y-1=0. \tag{7}$$

This is (4) with $1/y_0$ replaced by $s$. Let $s\to\infty$, which is a probe potential so large and negative that the interaction should no longer matter. The propagator should then approach the non-interacting value $1/s$. From (6) with $y_0\to1/s$,

$$y_+=\frac{2}{s+\sqrt{s^2+4u}}\to\frac1s,\qquad y_-=-\frac1{u\,y_+}\to-\frac su .$$

The first root has the required limit, and the second grows without bound.

**Q:** Suppose I do not inspect the roots and simply iterate until the numbers stop changing. Doesn't convergence select the physical solution?

**A:** It depends on how the equation is iterated. Take first the Dyson cycle: build $\Sigma=-u\,y_n$, then solve the Dyson equation,

$$y_{n+1}=\frac{y_0}{1+u\,y_0\,y_n}. \tag{8}$$

Its inverse form is $1/y_{n+1}=1/y_0+u\,y_n$. Each root satisfies $1/y_\pm=1/y_0+u\,y_\pm$. Subtracting,

$$\frac1{y_{n+1}}-\frac1{y_\pm}=u\,(y_n-y_\pm)
\;\Rightarrow\;
y_{n+1}-y_\pm=-u\,y_\pm\,y_{n+1}\,(y_n-y_\pm).$$

Dividing the relation for $y_+$ by that for $y_-$ removes the common factor $-u\,y_{n+1}$:

$$\frac{y_{n+1}-y_+}{y_{n+1}-y_-}=\frac{y_+}{y_-}\;\frac{y_n-y_+}{y_n-y_-},
\qquad
\left|\frac{y_+}{y_-}\right|=\frac{\sqrt{1+4g}-1}{\sqrt{1+4g}+1}<1. \tag{9}$$

The ratio on the left shrinks to zero, so $y_n\to y_+$ from any start other than $y_-$ itself. If an iterate hits the pole $-1/(u\,y_0)$, the next value is infinite and the one after it is zero, and the iteration goes on from there.

**Q:** So convergence does select it.

**A:** For that map. Now solve the same equation for the other occurrence of $y$:

$$y_{n+1}=\frac1u\left(\frac1{y_n}-\frac1{y_0}\right).$$

This is the inverse of (8), so the ratio in (9) is multiplied by $y_-/y_+$ at each step. Its modulus grows without limit, which means $y_n\to y_-$ from any start other than $y_+$. The iteration converges to the unphysical root.

A third choice is to insert $y_n$ directly in the right side of (4), $y_{n+1}=y_0-u\,y_0\,y_n^2$. Its slope at the physical root is

$$-2u\,y_0\,y_+=1-\sqrt{1+4g}.$$

A fixed point attracts nearby iterates if the slope has modulus below one. Here this requires $\sqrt{1+4g}<2$, or $g<3/4$. Above $3/4$ the physical root repels. A failure to converge then belongs to the iteration, since the root is still there.

**Q:** Show me with numbers.

**A:** Take $y_0=2/E$ and $u=0.25\,E^2$, so $g=0.25\times4=1$. The denominator in (5) is $2\times0.25\times2=1$, in units of $E$, hence

$$y_+=\sqrt5-1=1.236/E,\qquad y_-=-\sqrt5-1=-3.236/E .$$

The Dyson map (8), started at $y_0$, gives $2,\ 1,\ 1.333,\ 1.2,\ 1.25,\ 1.231,\ 1.238$ in units of $1/E$. It approaches $1.236$ from alternating sides because the factor in (9) is negative, $1.236/(-3.236)=-0.382$.

The direct map has slope $1-\sqrt5=-1.236$ at $y_+$, so iterates near $y_+$ are pushed away from it unless they land on it exactly. From $y_0=2$ it gives $2-0.5\times4=0$, then $2-0=2$, and repeats this two-cycle.

**Q:** The value 1, reached after one Dyson step, looks familiar.

**A:** It is G$_0$W$_0$. That scheme evaluates the self-energy with the starting propagator, $\Sigma=-u\,y_0$, and solves the Dyson equation once:

$$y_{G_0W_0}=\frac{y_0}{1+u\,y_0^2}=\frac{y_0}{1+g}. \tag{10}$$

**Q:** Self-consistency changes 1 into 1.236. That it changes the answer does not show that it improves it. What is the exact solution?

**A:** Go back to (1) and divide by $y_0$. Collecting the terms in $y$ gives $(1/y_0-x)\,y=1-u\,dy/dx$. Since $s=1/y_0-x$, we have $dy/dx=-dy/ds$, and therefore

$$u\frac{dy}{ds}=s\,y-1. \tag{11}$$

One solution can be written as an integral. Define

$$M_n(s)=\int_0^\infty t^n\,w(t)\,dt,\qquad w(t)=e^{-st-ut^2/2}.$$

Since $-dw/dt=(s+ut)\,w$, integrating over $t$ from $0$ to $\infty$ gives

$$1=s\,M_0+u\,M_1. \tag{12}$$

Differentiation under the integral gives $dM_0/ds=-M_1$. Hence $u\,dM_0/ds=s\,M_0-1$, and $M_0$ solves (11).

**Q:** A first-order equation has a family of solutions. You picked one.

**A:** The general solution is $M_0(s)+C\,e^{s^2/2u}$, because the exponential solves the homogeneous equation $u\,dy/ds=s\,y$. The second criterion used for the GW roots decides again. For $s>0$, equation (12) gives $M_0<1/s$, which stays bounded as $s\to\infty$, while the exponential grows. Thus $C=0$.

The weak-coupling limit alone would not be enough here. The constant $C$ may depend on $u$, and a choice such as $C=e^{-1/u^2}$, with $u$ measured in $E^2$, makes the extra term vanish as $u\to0$ for every fixed $s$. Boundedness at fixed $u$ excludes it.

Completing the square, $st+ut^2/2=\tfrac u2(t+s/u)^2-s^2/2u$, and substituting $z=\sqrt{u/2}\,(t+s/u)$, we get

$$y(s)=\sqrt{\frac2u}\;e^{s^2/2u}\int_{s/\sqrt{2u}}^\infty e^{-z^2}dz
=\sqrt{\frac{\pi}{2u}}\;e^{s^2/2u}\,\mathrm{erfc}\!\left(\frac{s}{\sqrt{2u}}\right). \tag{13}$$

At $x=0$ we set $s=1/y_0$. In the example $s=0.5\,E$, so $s^2/2u=0.5$, and numerical quadrature of $M_0$ gives $y=1.311/E$. Relative to this value, GW is in error by $-5.7\%$ and G$_0$W$_0$ by $-23.7\%$.

**Q:** One favourable point. Could the order reverse at another coupling?

**A:** Not in this model with $u>0$ and $y_0>0$. First we need a bound on the vertex. Integrating $-t\,dw/dt=t\,(s+ut)\,w$, with the left side done by parts, gives

$$M_0=s\,M_1+u\,M_2. \tag{14}$$

The Cauchy–Schwarz inequality for the functions $1$ and $t$ with weight $w$ is $M_1^2<M_0M_2$. It is strict because $t$ is not constant. Insert $M_2$ from (14) and multiply by $u$:

$$u\,M_1^2<M_0^2-s\,M_0M_1
\;\Rightarrow\;
M_1\,(u\,M_1+s\,M_0)<M_0^2 .$$

By (12) the bracket equals one, so $M_1<M_0^2$. Since $dy/dx=-dM_0/ds=M_1$, equation (3) gives $\Gamma=M_1/M_0^2$, and so

$$0<\Gamma<1. \tag{15}$$

Now write (12) as $s\,y=1-u\,M_1$. With $M_1<y^2$ this becomes $s\,y>1-u\,y^2$, or $u\,y^2+s\,y-1>0$. The left side is the GW polynomial (7), which factorizes as $u(y-y_+)(y-y_-)$. The exact $y$ is positive and $y_-$ is negative, so the second bracket is positive. The first must be positive too: $y>y_+$.

For the lower end, (6) shows $y_+<y_0$. The fixed point of (8) then gives $y_+=y_0/(1+u\,y_0\,y_+)>y_0/(1+g)$. Together with $y<1/s=y_0$,

$$y_{G_0W_0}<y_+<y_{\rm exact}<y_0\qquad\text{for all } g>0. \tag{16}$$

**Q:** What does that mean physically?

**A:** Both approximations make the self-energy too strong. In the example, (2) at $x=0$ gives $\Sigma=1/y_0-1/y$:

- G$_0$W$_0$: $0.5-1/1=-0.500\,E$
- GW: $0.5-1/1.236=-0.309\,E$
- exact: $0.5-1/1.311=-0.263\,E$

G$_0$W$_0$ uses the unreduced propagator $y_0$ in $\Sigma$. GW uses its own dressed propagator $y_+$ instead and leaves out the vertex factor, which by (3) is $\Gamma=0.2626/(0.25\times1.3114)=0.80$ here. Since $y_+=1.236/E$ lies below the exact $1.311/E$, part of the missing vertex is offset: $\Sigma_{\rm exact}/\Sigma_{GW}=\Gamma\,y/y_+=0.85$, not $0.80$.

**Q:** Then at weak coupling, where $\Gamma$ is near one, GW should be right to higher order than G$_0$W$_0$.

**A:** It is not. Substitute $t=y_0\tau$ in $M_0$ and expand the Gaussian factor:

$$\frac{y_{\rm exact}}{y_0}=\int_0^\infty e^{-\tau-g\tau^2/2}d\tau
\sim\sum_k(-g)^k\frac{(2k)!}{2^kk!}=1-g+3g^2-15g^3+\dots$$

For GW, set $r=y_+/y_0$, so that (4) reads $r=1-g\,r^2$. Inserting $r=1-g+\dots$ on the right gives $r=1-g+2g^2-\dots$. Equation (10) gives $1-g+g^2-\dots$. To leading order,

$$\frac{y_{\rm exact}-y_+}{y_0}\approx g^2,\qquad
\frac{y_{\rm exact}-y_{G_0W_0}}{y_0}\approx2g^2 .$$

Self-consistency halves the leading error without changing its order. The coefficients 3, 2 and 1 count diagrams. At second order two interaction lines join four vertices on one propagator line, and they can lie side by side, nested or crossed. The exact solution has all three, GW lacks the crossed one, and G$_0$W$_0$ keeps the side-by-side one.

**Q:** Can I trust such series at $g=1$?

**A:** No. The ratio of successive exact terms has modulus $(2k+1)g$, which grows with $k$, so that series diverges for every $g>0$ and is asymptotic. The GW series converges for $|g|<1/4$, up to the branch point of the square root. The closed forms (5) and (13) remain valid beyond it.

**Q:** And at strong coupling, does GW collapse?

**A:** It keeps the right power of $g$ with a wrong prefactor. For $g\to\infty$, (6) gives $y_+/y_0\to1/\sqrt g$. In (13) the exponential and erfc both tend to one, so $y_{\rm exact}/y_0\to\sqrt{\pi/(2g)}$. Therefore

$$\frac{y_+}{y_{\rm exact}}\to\sqrt{\frac2\pi}=0.798,\qquad
\frac{y_{G_0W_0}}{y_{\rm exact}}\to\sqrt{\frac{2}{\pi g}}\to0 .$$

In the same limit $M_1\to\int_0^\infty t\,e^{-ut^2/2}dt=1/u$ and $M_0^2\to\pi/(2u)$, so $\Gamma\to2/\pi=0.637$. The vertex factor does not go to zero. The relative error of GW tends to $\sqrt{2/\pi}-1=-20\%$, while that of G$_0$W$_0$ tends to $-100\%$. Between the limits, with $y/y_0$ in the middle columns and the exact values from quadrature:

| $g$ | G$_0$W$_0$ | GW | exact | GW error |
|---|---|---|---|---|
| 0.1 | 0.909 | 0.916 | 0.921 | −0.5% |
| 1 | 0.500 | 0.618 | 0.656 | −5.7% |
| 10 | 0.091 | 0.270 | 0.313 | −13.8% |
| 100 | 0.010 | 0.095 | 0.116 | −17.9% |

The errors are relative to the exact value. For G$_0$W$_0$ they are $-1.3\%$, $-23.7\%$, $-71.0\%$ and $-91.5\%$ in the same rows.

**Q:** Then I should conclude that self-consistent GW beats G$_0$W$_0$ in molecules and solids.

**A:** That does not follow. The ordering (16) rests on positive numbers and on a fixed $u$. A real Green's function depends on frequency and position, its $W$ depends on $G$, and the model has no quasiparticle energies or satellites to compare.

The sign of $u$ matters as well. For $u<0$ the integral $M_0$ diverges, and for $g<-1/4$ equation (4) has no real root. What does carry over is a caution about method: a nonlinear equation for the propagator can have more than one solution, and an iteration that converges has not thereby found the physical one.
